# Optical Rotation as Forward Scattering Between Two Linear Polarization Modes, part 1

(Sections cited here and not found follow in the second part.)

## From the molecule to the forward amplitude

If the molecules of a transparent, isotropic sample are treated as independent point electric dipoles, linearly polarized light leaves the sample with the polarization it had on entry. The averaged amplitude for scattering a photon forward from polarization $\mathbf e$ to polarization $\mathbf e'$ is then proportional to $\mathbf e'\cdot\mathbf e$, which is zero for perpendicular polarizations. In this description a chiral gas or liquid does not turn the polarization at all, and a substance cannot be told from its mirror image by this means. Adding scattering probabilities instead of amplitudes does not help. A probability has no sign, so it cannot say in which direction the polarization turns, and it grows with the number of molecules in the wrong way.

Both faults are cured by keeping the magnetic coupling of the molecule and by following the amplitude for a photon to pass from one linear polarization mode to the other. Let light of angular frequency $\omega$ cross a length $l$ of a sample with $N$ molecules per unit volume. The result to be derived is that the polarization turns about the propagation direction through the angle
$$
\theta=\frac{4\pi}{3c^2}\,\omega N l\,\mathrm{Tr}\,G' ,
$$
where $G'$ is a molecular response tensor that mixes electric and magnetic dipole moments.

Hartree atomic units are used, with $\hbar=m_e=e=1$, $\varepsilon_0=1/4\pi$ and $\mu_0=4\pi/c^2$. The magnetic field is defined by the force $q(\mathbf E+\mathbf v\times\mathbf B)$ on a charge $q$. The molecule has a nondegenerate ground state $|0\rangle$, no static magnetic field acts on it, and spin is left out, so all its wavefunctions can be chosen real. The frequency $\omega$ lies away from every excitation energy $\omega_j$, so that no light is absorbed.

The first ingredient is the coupling of a molecule to a field that varies little across it. Place the origin in the molecule and choose the potentials
$$
\phi(\mathbf r)=-r_aE_a-\tfrac12 r_ar_b\nabla_bE_a,\qquad
\mathbf A(\mathbf r)=\tfrac12\,\mathbf B\times\mathbf r ,
$$
with $\mathbf E$, its gradient and $\mathbf B$ taken at the origin, and repeated indices summed. These potentials reproduce the electric field to first order in $\mathbf r$. The scalar potential gives
$$
-\nabla_a\phi=E_a+\tfrac12 r_b\nabla_bE_a+\tfrac12 r_b\nabla_aE_b .
$$
For the vector potential, Faraday's law $\dot{\mathbf B}=-\nabla\times\mathbf E$ gives
$$
-\dot A_a=\tfrac12\left[(\nabla\times\mathbf E)\times\mathbf r\right]_a
=\tfrac12 r_b\nabla_bE_a-\tfrac12 r_b\nabla_aE_b .
$$
The sum is $E_a+r_b\nabla_bE_a$, as it should be. The curl of $\mathbf A$ is $\mathbf B$.

A charge $q$ of mass $m_q$ has the coupling energy $q\phi-(q/m_q)\,\mathbf p\cdot\mathbf A$, apart from a term in $\mathbf A^2$ that is considered below. Since $\mathbf p\cdot(\mathbf B\times\mathbf r)=\mathbf B\cdot(\mathbf r\times\mathbf p)$, summing over the charges gives
$$
W=-\mu_aE_a-Q_{ab}\nabla_bE_a-m_aB_a ,
$$
$$
\boldsymbol\mu=\sum q\,\mathbf r,\qquad
Q_{ab}=\tfrac12\sum q\,r_ar_b,\qquad
\mathbf m=\sum\frac{q}{2m_q}\,\mathbf r\times\mathbf p .
$$
For one electron, $\boldsymbol\mu=-\mathbf r$ and $\mathbf m=-\mathbf L/2$. The quadrupole term must be kept at this stage because it is of the same order as the magnetic one: both are smaller than the electric dipole term by roughly the molecular size over the wavelength or by a factor of order $1/c$.

The second ingredient is the quantized field. In a periodic box of volume $V$, the modes with wavevector $\mathbf k=k\hat{\mathbf k}$, $k=\omega/c$, and real unit polarization vectors $\mathbf e$ contribute
$$
\mathbf E(\mathbf r)=is\sum_{\mathbf e}\mathbf e\left(a_{\mathbf e}e^{i\mathbf k\cdot\mathbf r}-a^\dagger_{\mathbf e}e^{-i\mathbf k\cdot\mathbf r}\right).
$$
The amplitude $s$ follows from the energy. In a state with $n$ photons in one mode, the mean of $\mathbf E^2$ is $s^2(2n+1)$, so the electric energy is $\tfrac12\varepsilon_0Vs^2(2n+1)=Vs^2(2n+1)/8\pi$. The magnetic energy is equal to it. Setting the total equal to $\omega(n+\tfrac12)$ gives
$$
s^2=\frac{2\pi\omega}{V}.
$$
Faraday's law for a plane wave reads $\mathbf k\times\mathbf E=\omega\mathbf B$. The magnetic field therefore has the same expansion, with $\mathbf e$ replaced by
$$
\mathbf b=\frac{\hat{\mathbf k}\times\mathbf e}{c}.
$$

Consider now a photon that starts in polarization $\mathbf e$ and ends in polarization $\mathbf e'$, with the same wavevector, while the molecule starts and ends in its ground state. Absorption brings a gradient $\nabla_b\to ik\hat k_b$ and emission brings $\nabla_b\to-ik\hat k_b$. With
$$
D_{\mathbf e}=\mu_ae_a+ik\,Q_{ab}e_a\hat k_b+m_ab_a ,
$$
the part of $W$ that absorbs the first photon is $-is\,D_{\mathbf e}\,a_{\mathbf e}$, and the part that emits the second is $+is\,D^\dagger_{\mathbf e'}\,a^\dagger_{\mathbf e'}$.

The transition takes place in second order, and there are two time orderings. If absorption comes first, the intermediate state has the molecule in $|j\rangle$ and no photon, and the energy denominator is $\omega-\omega_j$. If emission comes first, the intermediate state has the molecule in $|j\rangle$ and two photons, and the denominator is $\omega-(\omega_j+2\omega)=-(\omega_j+\omega)$. The product of prefactors is $(is)(-is)=s^2$ in both cases. For $\mathbf e'=\mathbf e$, emission first goes into a mode that already holds a photon and carries an extra factor 2. Half of that term is the energy shift the molecule has even with no photon present, and it is subtracted. The matrix element is thus
$$
M_{\mathbf e'\mathbf e}=-\frac{2\pi\omega}{V}\,f_{\mathbf e'\mathbf e},
$$
$$
f_{\mathbf e'\mathbf e}=\sum_j\left[
\frac{\langle0|D^\dagger_{\mathbf e'}|j\rangle\langle j|D_{\mathbf e}|0\rangle}{\omega_j-\omega}
+\frac{\langle0|D_{\mathbf e}|j\rangle\langle j|D^\dagger_{\mathbf e'}|0\rangle}{\omega_j+\omega}\right].
$$
The term $j=0$ drops out. There $\omega_j=0$, the two numerators are the same product of expectation values, and the denominators are $-\omega$ and $+\omega$. From here on the sums run over $j\neq0$.

The reality of the wavefunctions decides how the two orderings combine. The operators $\boldsymbol\mu$ and $Q_{ab}$ are real functions of position, so their matrix elements are real. The operator $\mathbf m$ contains one factor $\mathbf p=-i\nabla$, so its matrix elements are imaginary. Hence
$$
\langle0|\mu_a|j\rangle\langle j|m_b|0\rangle=iR^j_{ab}
$$
with $R^j_{ab}$ real. Complex conjugation gives the product in the opposite order,
$$
\langle0|m_b|j\rangle\langle j|\mu_a|0\rangle=-iR^j_{ab}.
$$

Take first the terms in which the photon is absorbed magnetically and emitted electrically, with coefficient $e'_ab_b$. The two orderings give
$$
\sum_j iR^j_{ab}\left[\frac1{\omega_j-\omega}-\frac1{\omega_j+\omega}\right]
=i\sum_j\frac{2\omega R^j_{ab}}{\omega_j^2-\omega^2}=-iG'_{ab},
$$
which defines the tensor
$$
G'_{ab}=-2\omega\sum_{j\ne0}\frac{\mathrm{Im}\,\langle0|\mu_a|j\rangle\langle j|m_b|0\rangle}{\omega_j^2-\omega^2}.
$$
In the terms with electric absorption and magnetic emission, with coefficient $e_ab'_b$, the two products change places. Both signs in the bracket are then reversed, and the result is $+iG'_{ab}$.

The purely electric terms contain real products that are equal in the two orderings, so the fractions add:
$$
\frac1{\omega_j-\omega}+\frac1{\omega_j+\omega}=\frac{2\omega_j}{\omega_j^2-\omega^2}.
$$
This gives the polarizability and its quadrupole counterpart,
$$
\alpha_{ab}=\sum_j\frac{2\omega_j\langle0|\mu_a|j\rangle\langle j|\mu_b|0\rangle}{\omega_j^2-\omega^2},\qquad
K_{a,bc}=\sum_j\frac{2\omega_j\langle0|\mu_a|j\rangle\langle j|Q_{bc}|0\rangle}{\omega_j^2-\omega^2}.
$$
The quadrupole enters $D_{\mathbf e}$ with $+ik$ and $D^\dagger_{\mathbf e'}$ with $-ik$. To first order in the small couplings, the amplitude of a molecule with a fixed orientation is therefore
$$
f_{\mathbf e'\mathbf e}=\alpha_{ab}e'_ae_b
+ik\,K_{a,bc}\,(e'_ae_b-e_ae'_b)\,\hat k_c
-iG'_{ab}\,(e'_ab_b-e_ab'_b).
$$

In a gas or liquid the molecules have all orientations with equal weight. The average of a tensor is then unchanged by every rotation, and this fixes its form. For two indices, a half turn about $z$ reverses $x$ and $y$ and so removes the $xz$ and $yz$ components and their transposes. A half turn about $x$ removes $xy$ and $yx$. Quarter turns make the three diagonal components equal. Since rotations preserve the trace,
$$
\overline{G'_{ab}}=\bar g\,\delta_{ab},\qquad \bar g=\tfrac13\mathrm{Tr}\,G',
$$
and in the same way $\overline{\alpha_{ab}}=\bar\alpha\,\delta_{ab}$ with $\bar\alpha=\tfrac13\mathrm{Tr}\,\alpha$.

For three indices, the half turns about the three axes leave only components whose indices are all different. A quarter turn about $z$ takes $x$ to $y$ and $y$ to $-x$, so an invariant average obeys $\overline{K_{z,xy}}=-\overline{K_{z,yx}}$. But $Q_{xy}=Q_{yx}$ requires the two to be equal, so both vanish. The other components vanish in the same way after a relabelling of the axes. The quadrupole thus matters for oriented molecules and drops out of the isotropic average.

The magnetic term can now be simplified. By the cyclic property of the triple product,
$$
\mathbf e'\cdot\mathbf b=\frac{\mathbf e'\cdot(\hat{\mathbf k}\times\mathbf e)}c=\frac{\hat{\mathbf k}\cdot(\mathbf e\times\mathbf e')}c,\qquad
\mathbf e\cdot\mathbf b'=-\frac{\hat{\mathbf k}\cdot(\mathbf e\times\mathbf e')}c .
$$
Their difference is twice the first expression, so
$$
\bar f_{\mathbf e'\mathbf e}=\bar\alpha\,\mathbf e'\cdot\mathbf e-\frac{2i}{3c}\,\mathrm{Tr}\,G'\;\hat{\mathbf k}\cdot(\mathbf e\times\mathbf e').
$$
With $\hat{\mathbf k}$ along $z$, the amplitude from $x$ to $y$ and the reverse amplitude are
$$
\bar f_{yx}=-\frac{2i}{3c}\,\mathrm{Tr}\,G',\qquad
\bar f_{xy}=+\frac{2i}{3c}\,\mathrm{Tr}\,G' .
$$

The term in $\mathbf A^2$ set aside earlier does not change this. It is quadratic in $\mathbf B$, so in first order it contributes an expression of the form $T_{ab}b'_ab_b$. Its average is proportional to $\mathbf b'\cdot\mathbf b=\mathbf e'\cdot\mathbf e/c^2$, which is zero between $x$ and $y$.

The amplitude already shows which molecules can rotate the polarization. Inversion of all coordinates reverses $\boldsymbol\mu$ and leaves $\mathbf r\times\mathbf p$ unchanged, so the inverted molecule has the opposite $G'$. Any mirror image is the inverted molecule followed by a rotation, and the trace does not notice a rotation. Mirror images therefore have opposite traces, and a molecule that can be brought into coincidence with its mirror image has $\mathrm{Tr}\,G'=0$. Single components of $G'$ need not vanish in such a molecule.

The frequency dependence is also visible. For $\omega$ far below the lowest excitation, the denominators tend to $\omega_j^2$, and $G'$ is proportional to $\omega$. Close to an excitation one denominator becomes small, and $G'_{ab}$ grows without limit if $R^j_{ab}$ is nonzero for that state. There the assumption of negligible absorption fails, and the linewidth of the excited state has to be included.

The averaged forward amplitude of a single molecule is now known, and its part between perpendicular polarizations is proportional to $\mathrm{Tr}\,G'$. It remains to add the amplitudes of all the molecules in the sample and to obtain from them the angle through which the polarization turns.
